A low log-log slope does not prove subparabolic oxidation

An alloy specimen gains oxygen at high temperature, and its mass gain is plotted against time on logarithmic axes. The fitted slope is 0.33. If this is read as a nearly cubic growth law and the fitted line is extended from 100 h to 1000 h, the predicted scale can be far too thin. In the example below the prediction is 30 % short of the true gain, although the scale thickens by the ordinary parabolic law throughout the measured interval. The low slope comes from oxide that was already present when that law took over.

**The counter-example**

Let w be the oxygen gain per unit area, counted from the bare alloy, and t the time since exposure began. The temperature is constant, and the scale is compact and adherent. A brief transient ends at time t_i with gain w_i. From then on, growth is limited by diffusion through the whole scale. With a fixed concentration difference across the scale and a nearly steady profile within it, the flux varies as 1/thickness. For an oxide of fixed composition and density the thickness is proportional to w, so

dw/dt = k/(2w).

The factor 2 is a convention that makes k the rate of increase of w². Multiplying by 2w gives d(w²)/dt = k, and integrating from t_i to t gives

w² = w_i² + k(t − t_i).

Take rough values for an alumina scale on a nickel-base alloy near 1100 °C: k = 1×10⁻¹² g² cm⁻⁴ s⁻¹, w_i = 0.25 mg/cm² and t_i = 0.5 h. Since 1 g² = 10⁶ mg² and 1 h = 3600 s,

k = 10⁻¹² × 10⁶ × 3600 = 0.0036 mg² cm⁻⁴ h⁻¹.

It is convenient to write the growth law as

w² = k(t + t0), with t0 = w_i²/k − t_i.

Here t0 = 0.0625/0.0036 − 0.5 = 16.86 h. The film behaves as if it had been growing parabolically for almost 17 h before the exposure began. Two of the gains are

w(10 h) = √(0.0036 × 26.86) = 0.311 mg/cm²,

w(100 h) = √(0.0036 × 116.86) = 0.649 mg/cm².

Ten such gains, taken every 10 h from 10 to 100 h without added noise, give by least squares on logarithmic axes

w ≈ 0.1396 t^0.327, with w in mg/cm² and t in h.

The squared correlation coefficient is 0.987. The exponent is close to 1/3, yet no cubic law went into the data.

The fit is not perfect. It gives about 0.296 mg/cm² at 10 h, where the film has 0.311; about 0.466 at 40 h, where the film has 0.452; and about 0.63 at 100 h, where the film has 0.649. The line is too low at both ends and too high in the middle. The largest misfit is 0.020 mg/cm², twice an assumed weighing scatter of 0.010 mg/cm². The pattern is a warning, but a high correlation coefficient conceals it.

Extrapolation magnifies the difference. At 1000 h the parabolic film has gained 1.91 mg/cm², and the fitted power law predicts 1.33 mg/cm². For pure alumina, with 2.12 g of oxide per gram of oxygen and a density of 3.98 g/cm³, a gain of 1 mg/cm² corresponds to 5.34 µm. The two thicknesses are therefore about 10.2 and 7.1 µm.

**The correct general statement**

Suppose growth after t_i obeys dw/dt = k/(2w), with w and t both counted from the bare alloy. Then the local slope n = d ln w/d ln t is below 1/2 at every finite time after t_i if and only if

w_i² > k t_i.

This inequality says what "rapidly formed" means: the initial oxide exceeds what the parabolic law would have produced from bare metal in the same time. In the example, 0.0625 is much larger than k t_i = 0.0018, both in mg²/cm⁴.

**Proof for the local slope**

Take the logarithm of w² = k(t + t0):

ln w = ½ ln k + ½ ln(t + t0).

Differentiate with respect to t and multiply by t, because d/d ln t = t d/dt:

n = t/[2(t + t0)].

The denominator is positive, since t + t0 = w²/k. If t0 > 0, the fraction t/(t + t0) is below 1 and n < 1/2. If t0 = 0, n = 1/2. If t0 < 0, n > 1/2. The definition of t0 shows that t0 > 0 is the same condition as w_i² > k t_i, which proves the statement.

The shortfall from one half is

1/2 − n = t0/[2(t + t0)],

which tends to t0/(2t) at long times. The slope thus approaches 1/2 slowly. In the example it is 0.186 at 10 h, 0.374 at 50 h and 0.428 at 100 h. Solving the slope formula for time gives t = 2n t0/(1 − 2n), so a slope of 0.45 is reached only at 0.9 × 16.86/0.1 = 152 h.

Solving for t0 instead gives

t0 = t[1/(2n) − 1].

Any slope between 0 and 1/2 can therefore be imitated at a chosen time. To show n = 1/3 at 30 h, the film needs t0 = 15 h. With the same k and t_i, w_i² = 0.0036 × 15.5, so w_i = 0.236 mg/cm².

The opposite case is an initial oxide that forms slowly. If 0.10 mg/cm² takes 20 h to form, then t0 = 0.01/0.0036 − 20 = −17.22 h. At 50 h the slope is 50/(2 × 32.78) = 0.763, although growth is again parabolic after the transient.

**Proof for a fitted slope**

An experimenter fits many points, so the result is also needed for a regression line. Put X = ln t and Y = ln w for N readings, with means X̄ and Ȳ. The least-squares slope is

n_fit = Σ_a (X_a − X̄)(Y_a − Ȳ) / Σ_a (X_a − X̄)².

Expanding the product and summing over all pairs, each counted once, gives

Σ_(a<b) (X_a − X_b)(Y_a − Y_b) = N Σ_a X_a Y_a − (Σ_a X_a)(Σ_a Y_a) = N Σ_a (X_a − X̄)(Y_a − Ȳ).

The same identity with Y replaced by X rewrites the denominator, and the factor N cancels. With the chord slope s_ab = (Y_a − Y_b)/(X_a − X_b),

n_fit = Σ_(a<b) (X_a − X_b)² s_ab / Σ_(a<b) (X_a − X_b)².

The fitted slope is an average of chord slopes with positive weights. For t_b > t_a and t0 > 0,

(t_b + t0)/(t_a + t0) < t_b/t_a,

because cross-multiplication reduces this to t0 t_a < t0 t_b. Taking half the logarithm of each side gives ln(w_b/w_a) < ½ ln(t_b/t_a). Every chord slope is below 1/2, and so is the fit, for any choice of noise-free readings after t_i.

**The zero of mass matters**

Suppose the specimen is weighed after the transient, and both the mass and the clock are set to zero there. The plotted variables become Δ = w − w_i and τ = t − t_i. Since dΔ/dτ = k/(2w), the new slope is

d ln Δ/d ln τ = kτ/[2w(w − w_i)].

The growth law gives kτ = w² − w_i² = (w − w_i)(w + w_i). Hence

d ln Δ/d ln τ = ½(1 + w_i/w).

This is above 1/2. For the film of the example, 50 h after the new zero, it is 0.754. The same growth appears subparabolic with one zero and faster than parabolic with the other. The rate law contains no time origin, but a logarithmic plot depends on one.

**When part of the initial oxide is no barrier**

Transient oxide may add mass without resisting diffusion. Let m be this inert part of the gain and x the protective part, so that w = m + x and dx/dt = k/(2x). If x = b at t_i, then

x² = b² + k(t − t_i), and n = (t/w)(dx/dt) = kt/(2xw).

The slope is below 1/2 when kt < xw = x² + mx. Inserting x² turns this into b² + mx > k t_i, which replaces the earlier condition.

One possible remedy is to plot w² against t and look for a straight line. Here that can mislead, because

d(w²)/dt = 2w dx/dt = k(1 + m/x),

which falls towards k as x grows. With m = 0.15 and b = 0.10 mg/cm², its mean is 0.0053 between 10 and 50 h and 0.0046 between 50 and 100 h, in mg² cm⁻⁴ h⁻¹, while k is 0.0036 throughout. Squaring x = w − m and solving for t gives a better form:

t = t_i + (w² − 2mw + m² − b²)/k.

Time is a quadratic function of gain. The coefficient of w² gives 1/k, and the coefficient of w then gives m. Noise is the practical limit. For ten independent readings of the original film, each with a scatter of 0.010 mg/cm², first-order error propagation gives an uncertainty of 28 % in k when m, k and the starting thickness are all fitted. At this noise level the error is lopsided: with the quadratic fit of t against w, the central two thirds of simulated data sets give values from about 0.8 k to 1.6 k.

If m is known to be zero, early and late values of d(w²)/dt are more useful. The original film gives 0.0036 in both intervals, and its fitted power law gives 0.0041 and then 0.0029. The difference of 0.0012 has a random error of about 0.0005, allowing for the 50 h reading that both intervals share. By this test, which uses only three of the ten readings, the two laws are separated by a little over two standard errors. All ten readings do better: the misfits of the best power law to the noise-free gains, in units of the scatter, have a root sum of squares of about 3.4.

**A truly subparabolic film**

A low slope does not disprove subparabolic growth either. Suppose diffusion follows grain boundaries and the grains coarsen, so that their size relative to the start is s = √(1 + Kt). Fewer boundaries per unit area reduce the transport, and in this model

d(w²)/dt = k/s.

Starting from bare metal, integration gives w² = 2k(s − 1)/K. With t = (s² − 1)/K,

n = (t/2w²)(k/s) = (s + 1)/(4s).

This slope starts at 1/2 and falls towards 1/4. If the grain size doubles in 100 h, K = 0.03 h⁻¹ and the slope goes from 0.469 at 10 h to 0.375 at 100 h. For the parabolic film with initial oxide it rises from 0.186 to 0.428. A single slope between 1/4 and 1/2 fits either model, but in sufficiently precise data the direction of drift distinguishes them. With ten readings from 10 to 100 h and a scatter of 0.010 mg/cm² in each, the downward drift in the logarithmic slope of this coarsening film is only about as large as its random error. A slope that lies below 1/4 by clearly more than its random error excludes this coarsening model with a bare start. The limit 1/4 belongs to the assumed coarsening law. If the grain size instead grows in proportion to the scale thickness, dw/dt varies as 1/w² at long times and the slope tends to 1/3, so a nearly cubic exponent can also be real.

The distinction weakens when both effects act. With the initial oxide of the example, the slope at t_i is close to k t_i/(2w_i²) = 0.014. It must rise from there even if the grains coarsen, so a rising slope does not exclude coarsening. A falling slope does not prove coarsening either. A parabolic barrier under partly inert oxide, with t_i = 5 h, b = 0.03 and m = 0.15 mg/cm², has a slope that falls from 0.455 at 10 h to 0.397 at 30 h and then rises to 0.418 at 100 h.

**Beside a real alumina scale**

The chosen k and w_i are illustrative, and a particular alloy needs its own measured values. A smaller k at the same w_i lengthens t0 and keeps the slope low for longer. Real scales depart from the model in several ways, each sized here with the other inputs held fixed. Grain coarsening by a factor of two in 100 h moves the fitted exponent from 0.327 to 0.257, the largest shift found. Treating all the initial oxide as inert gives 0.293. Losing 2 % of the scale by 100 h, in proportion to time and without faster regrowth on the exposed patches, gives 0.310 for the net specimen mass, from which the lost oxide removes its aluminium as well as its oxygen. A temperature 5 K too high raises k by 13 % for an assumed activation energy of 4 eV. The aluminium consumed by 100 h is 3.6 % of the supply in a 1 mm sheet with 5 wt% Al and a density of 8 g/cm³, oxidised on both faces. An extrapolation to 1000 h therefore needs separate evidence that the scale stays attached, that its grain structure is stable and that the aluminium supply suffices.
